\section*{Weinstein and Temple lower bounds for a particle in a box}

\section*{Question: a negative variance, and two lower bounds I cannot place}

I have a particle in a one-dimensional box of unit length with hard walls, and the trial function $\phi(x)=x(1-x)$. The exercise asks me to show that the mean energy is 5 and the energy variance is also 5. I am then to compute the Weinstein and Temple lower bounds to the ground energy and compare them with the exact value $\pi^2/2$.

The mean energy works. For the variance I need $\langle H^2\rangle$, so I apply $H$ twice. The first application turns $\phi$ into a constant and the second turns the constant into zero. That gives $\langle H^2\rangle=0$ and a variance of $0-5^2=-25$, which is impossible. Where is the mistake?

I am also unsure about the bounds. Temple's formula contains the second energy level, and Weinstein's does not. Does that make Weinstein's the safer of the two? And why should I trust a lower bound that needs a level I might not know?

\section*{Answer}

Your first application of $H$ is fine, but the second is not allowed, because the constant function violates the boundary conditions. As for the bounds, both need information about the lowest excited level that the trial function contains, which in general is the second level. Weinstein's formula hides that need, and Temple's displays it.

\subsection*{Conventions and mean energy}

I use units with $\hbar=m=L=1$, so energies are in $\hbar^2/(mL^2)$ and variances in the square of that unit. Then
\begin{equation}
H=-\frac12\frac{d^2}{dx^2},\qquad \psi_n=\sqrt2\,\sin n\pi x,\qquad E_n=\frac{n^2\pi^2}{2},\qquad n=1,2,\dots
\end{equation}
The operator $H$ acts on functions that vanish at both walls and for which $H\phi$ is square integrable. The trial function qualifies: $\phi(0)=\phi(1)=0$, and since $\phi''=-2$,
\begin{equation}
H\phi=-\tfrac12(-2)=1 .
\end{equation}
It is not normalized, so every average must be divided by
\begin{equation}
N=\int_0^1x^2(1-x)^2dx=\int_0^1(x^2-2x^3+x^4)\,dx=\frac13-\frac12+\frac15=\frac1{30}.
\end{equation}
The mean energy, which is the Rayleigh quotient of $\phi$, is
\begin{equation}
\bar E=\frac1N\int_0^1\phi\,H\phi\,dx=30\int_0^1(x-x^2)\,dx=30\left(\frac12-\frac13\right)=5 .
\end{equation}

\subsection*{The variance}

The variance is the mean square of $(H-\bar E)\phi$, and this needs only one application of $H$:
\begin{align}
\sigma^2&=\frac1N\int_0^1\big(H\phi-\bar E\phi\big)^2dx\\
&=\frac1N\int_0^1(H\phi)^2dx-2\bar E\,\frac1N\int_0^1\phi\,H\phi\,dx+\bar E^2\\
&=\frac1N\int_0^1(H\phi)^2dx-\bar E^2=30\cdot1-25=5 .
\end{align}
Hence $\sigma=\sqrt5\approx2.236$.

Your version replaces $\int(H\phi)^2dx$ by $\int\phi\,H(H\phi)\,dx$. To see what that costs, write $\chi=H\phi$ and use $\chi\phi''-\phi\chi''=(\chi\phi'-\phi\chi')'$:
\begin{equation}
\int_0^1\chi\,H\phi\,dx-\int_0^1\phi\,H\chi\,dx=-\frac12\Big[\chi\phi'-\phi\chi'\Big]_0^1 .
\end{equation}
If $\chi$ vanished at the walls, the right side would be zero and the two expressions would agree. Here $\chi=1$ everywhere, $\chi'=0$ and $\phi'=1-2x$, so the right side is
\begin{equation}
-\tfrac12\big[\phi'(1)-\phi'(0)\big]=-\tfrac12(-1-1)=1 .
\end{equation}
This boundary term is the whole of $\int(H\phi)^2dx=1$. Dropping it loses the entire second moment of 30 and turns $+5$ into $-25$.

\subsection*{The same result from the energy levels}

The proofs of both bounds use the expansion $\phi=\sum_na_n\psi_n$, so it is worth finding the coefficients. Both $\phi$ and $\psi_n$ vanish at the walls. The boundary term above is therefore zero for this pair, and $H$ can be moved from one function to the other:
\begin{equation}
\int_0^1\psi_n\,H\phi\,dx=\int_0^1(H\psi_n)\,\phi\,dx=E_na_n .
\end{equation}
The left side is easy because $H\phi=1$:
\begin{equation}
E_na_n=\sqrt2\int_0^1\sin n\pi x\,dx=\frac{\sqrt2\,[1-(-1)^n]}{n\pi}.
\end{equation}
For even $n$ this is zero. For odd $n$ the bracket is 2, and dividing by $E_n=n^2\pi^2/2$ gives $a_n=4\sqrt2/(n\pi)^3$. The probability of finding the level $E_n$ in an energy measurement is then
\begin{equation}
p_n=\frac{a_n^2}{N}=\frac{30\cdot32}{(n\pi)^6}=\frac{960}{(n\pi)^6}\quad(n\text{ odd}),\qquad p_n=0\quad(n\text{ even}).
\end{equation}
Since $\phi$ has coefficients $a_n$ and $H\phi$ has coefficients $E_na_n$, completeness of the $\psi_n$ gives
\begin{equation}
\sum_np_n=1,\qquad \sum_np_nE_n=\bar E,\qquad \sum_np_nE_n^2=\frac1N\int_0^1(H\phi)^2dx .
\end{equation}
Numerical summation of these three series, with convergence acceleration, gives 1, 5 and 30, in agreement with the integrals.

The weights also show why $\sigma$ is so large for a function that looks so good. The ground state has weight $p_1\approx0.99856$, but its contribution to the variance is only $p_1(E_1-\bar E)^2\approx0.9986\times(0.0652)^2\approx0.004$. Nearly all of the 5 comes from the remaining weight of about $0.0014$. That weight sits at high energies, and the variance multiplies it by the squared distance from $\bar E$.

\subsection*{Weinstein's bound}

In terms of the weights,
\begin{equation}
\sigma^2=\sum_np_n(E_n-\bar E)^2\ \ge\ \min_n(E_n-\bar E)^2\sum_np_n=\min_n(E_n-\bar E)^2 .
\end{equation}
So at least one level lies within $\sigma$ of $\bar E$:
\begin{equation}
\text{some }E_n\in[\bar E-\sigma,\ \bar E+\sigma]=[5-\sqrt5,\ 5+\sqrt5]\approx[2.764,\ 7.236].
\end{equation}
This is Weinstein's theorem, and it does not say which level is meant. The level it certainly places in the interval is the one nearest to $\bar E$. To turn it into a bound on the ground energy for a general trial function you therefore need information about $E_2$: the bound $E_1\ge\bar E-\sigma$ follows whenever $E_1$ is the nearest level, that is $\bar E\le(E_1+E_2)/2$. A simple sufficient condition is that $E_2$ lies above the interval. Here $E_2=2\pi^2\approx19.739$, so the level inside must be $E_1$, and
\begin{equation}
E_1\ge5-\sqrt5\approx2.764 .
\end{equation}
The upper end of the interval can be replaced by something better. Since $E_n\ge E_1$ for all $n$, we have $\bar E-E_1=\sum_np_n(E_n-E_1)\ge0$, which is the variational principle $E_1\le\bar E=5$.

\subsection*{Temple's bound}

Let $\beta$ be any number with $\bar E<\beta\le E_2$. For every level,
\begin{equation}
(E_n-E_1)(E_n-\beta)\ge0 .
\end{equation}
For $n=1$ the first factor is zero. For $n\ge2$ the first factor is positive, and the second is not negative because $E_n\ge E_2\ge\beta$. Multiply by $p_n$, sum over $n$, and insert $\sum_np_nE_n^2=\sigma^2+\bar E^2$:
\begin{align}
0&\le\sigma^2+\bar E^2-(E_1+\beta)\bar E+E_1\beta\\
&=\sigma^2+(\bar E-E_1)(\bar E-\beta)\\
&=\sigma^2-(\bar E-E_1)(\beta-\bar E).
\end{align}
Since $\beta-\bar E>0$, division keeps the direction of the inequality, so $\bar E-E_1\le\sigma^2/(\beta-\bar E)$, or
\begin{equation}
E_1\ \ge\ T(\beta)=\bar E-\frac{\sigma^2}{\beta-\bar E}.
\end{equation}

For $\sigma>0$ the bound rises with $\beta$, because $dT/d\beta=\sigma^2/(\beta-\bar E)^2>0$. When, again for $\sigma>0$, $\beta$ approaches $\bar E$ from above, $T$ goes to $-\infty$ and the bound is useless. At $\beta=\bar E+\sigma$,
\begin{equation}
T(\bar E+\sigma)=\bar E-\frac{\sigma^2}{\sigma}=\bar E-\sigma,
\end{equation}
which is Weinstein's value. This answers your question about safety. For a general trial function neither bound is free of $E_2$. If $\bar E<E_2<\bar E+\sigma$, then $T(E_2)<\bar E-\sigma$, and Weinstein's value is higher but needs the separate knowledge that $E_1$ is the level nearest to $\bar E$. When $E_2\ge\bar E+\sigma$, as here, Weinstein's lower bound is Temple's bound with only that information put in. If you know that $E_2$ lies higher than that, Temple's formula makes use of it.

\subsection*{Numbers for this trial function}

With the exact second level, $\beta=E_2\approx19.739$,
\begin{equation}
T(E_2)=5-\frac{5}{19.739-5}=5-\frac{5}{14.739}\approx4.661 .
\end{equation}
You do not need $\beta$ precisely. From $\pi>3$ it follows that $E_2=2\pi^2>18$, and
\begin{equation}
T(18)=5-\frac5{13}\approx4.615,
\end{equation}
which is only slightly lower.

Symmetry allows a better choice. The trial function is even about the midpoint of the box, and we found $p_n=0$ for even $n$. The level $E_2$ never enters the sum, so the proof needs $(E_n-E_1)(E_n-\beta)\ge0$ for $n=1,3,5,\dots$ only. That holds for every $\beta\le E_3=9\pi^2/2\approx44.413$, and
\begin{equation}
T(E_3)=5-\frac5{44.413-5}=5-\frac5{39.413}\approx4.873 .
\end{equation}

The exact value is $E_1=\pi^2/2\approx4.935$. The last column gives the distance from it as a percentage of $E_1$.

\begin{center}
\begin{tabular}{lccc}
Bound & Value & Distance & Relative\\
\hline
Weinstein, lower & 2.764 & 2.171 & 44\%\\
Temple, $\beta=18$ & 4.615 & 0.319 & 6.5\%\\
Temple, $\beta=E_2$ & 4.661 & 0.274 & 5.6\%\\
Temple, $\beta=E_3$ & 4.873 & 0.062 & 1.2\%\\
Variational, upper & 5.000 & 0.065 & 1.3\%
\end{tabular}
\end{center}

Together, the last two rows enclose the ground energy: $4.873\le E_1\le5$. With the symmetry used, the lower bound is about as close to $E_1$ as the upper one.

In this exercise the knowledge of $E_2$ and $E_3$ is somewhat artificial, since whoever knows $E_2=2\pi^2$ also knows $E_1=E_2/4$. In a problem without an exact solution, $\beta$ has to come from elsewhere, for instance from a simpler Hamiltonian whose levels are known to lie below those of $H$. The second root of a Rayleigh--Ritz calculation will not do as it stands, because it lies at or above $E_2$, and for a trial function that contains $\psi_2$ the proof needs $\beta\le E_2$.

\subsection*{Why Temple's bound is so much closer}

Suppose a trial function contains the ground state with weight $1-p$ and higher states with a small total weight $p$. Let $D_1$ and $D_2$ be the averages of $E_n-E_1$ and $(E_n-E_1)^2$ over the higher states alone, both finite. Measuring energies from $E_1$,
\begin{equation}
\bar E-E_1=pD_1,\qquad \sigma^2=pD_2-p^2D_1^2 .
\end{equation}
Weinstein's bound lies below $E_1$ by
\begin{equation}
E_1-(\bar E-\sigma)=\sigma-pD_1\approx\sqrt{pD_2}\qquad(p\to0),
\end{equation}
while Temple's lies below it by
\begin{equation}
E_1-T(\beta)=\frac{\sigma^2}{\beta-\bar E}-pD_1\approx p\left(\frac{D_2}{\beta-E_1}-D_1\right)\qquad(p\to0).
\end{equation}
As the trial function improves with the mixture of higher states held fixed, Weinstein's error falls as $\sqrt p$. Temple's falls at least as fast as $p$, like the error of the variational energy.

There is a case in which Temple's bound has no error at all. If a single higher level $E_k$ is mixed in, with $\Delta=E_k-E_1$, then $D_1=\Delta$, $D_2=\Delta^2$ and $\sigma^2=p(1-p)\Delta^2$. Suppose $\beta=E_k$ is a permitted choice. Then $\beta-\bar E=(1-p)\Delta$, and
\begin{equation}
T(E_k)=E_1+p\Delta-\frac{p(1-p)\Delta^2}{(1-p)\Delta}=E_1 .
\end{equation}
For $x(1-x)$ with $\beta=E_3$, the product $(E_n-E_1)(E_n-\beta)$ vanishes for both $n=1$ and $n=3$. The remaining error of 0.062 therefore comes entirely from the states $n=5,7,\dots$

\subsection*{Two trial functions that show the conditions at work}

\paragraph{Weinstein without knowledge of $E_2$.} Take the odd function $\phi=x(1-x)(1-2x)=x-3x^2+2x^3$. Then $\phi''=-6+12x$ and $H\phi=3(1-2x)$. With $w=x(1-x)$ we have $(1-2x)^2=1-4w$, and the integrals of $w$, $w^2$, $w^3$ over the box are $1/6$, $1/30$, $1/140$. Hence
\begin{align}
\int_0^1\phi^2dx&=\int_0^1w^2(1-4w)\,dx=\frac1{30}-\frac4{140}=\frac1{210},\\
\int_0^1\phi\,H\phi\,dx&=3\int_0^1w(1-4w)\,dx=3\left(\frac16-\frac4{30}\right)=\frac1{10},\\
\int_0^1(H\phi)^2dx&=9\int_0^1(1-4w)\,dx=9\left(1-\frac46\right)=3 .
\end{align}
So $\bar E=210/10=21$ and $\sigma^2=630-441=189$. The Weinstein interval is $[7.252,\ 34.748]$. The theorem holds, since $E_2\approx19.739$ lies inside. But the lower end is above $E_1\approx4.935$, and anyone who read it as a lower bound to the ground energy would be wrong. The condition $\bar E+\sigma<E_2$ fails here, and the level nearest to $\bar E=21$ is $E_2$, not $E_1$.

\paragraph{Temple with $\beta$ too high.} Take $\phi=x^2(1-x)$, which is neither even nor odd about the midpoint. Now $\phi''=2-6x$ and $H\phi=3x-1$, so
\begin{align}
\int_0^1\phi^2dx&=\frac15-\frac13+\frac17=\frac1{105},\\
\int_0^1\phi\,H\phi\,dx&=\int_0^1(-x^2+4x^3-3x^4)\,dx=-\frac13+1-\frac35=\frac1{15},\\
\int_0^1(H\phi)^2dx&=\int_0^1(9x^2-6x+1)\,dx=3-3+1=1 .
\end{align}
This gives $\bar E=7$ and $\sigma^2=105-49=56$. With $\beta=E_2$, Temple's formula yields $7-56/12.739\approx2.604$, a valid though weak bound. With $\beta=E_3$ it yields $7-56/37.413\approx5.503$, which is above the exact $E_1$ and so is not a lower bound. The level $E_2$ now has nonzero weight, and its product $(E_2-E_1)(E_2-E_3)$ is negative, so the proof breaks down. Raising $\beta$ to $E_3$ is justified when the trial function is even about the midpoint, so that $p_2=0$, and otherwise it can fail. Odd symmetry does not help: the odd function above gives $T(E_3)=21-189/23.413\approx12.93$, far above $E_1$.

Both bounds were also tested on random polynomial trial functions, and no violation was found. Weinstein's lower bound was tested in 1657 cases with $\bar E+\sigma<E_2$, Temple's with $\beta=E_2$ in 1893 cases, and Temple's with $\beta=E_3$ in 1935 cases of even trial functions.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Energies in hbar^2/(m L^2), variances in its square
exact E_1 = 4.934802
exact E_2 = 19.739209
exact E_3 = 44.413220
finite-difference E_1 = 4.934798
Trial function x(1-x)
norm integral = 0.033333 (box units)
mean energy = 5.000000
second moment = 30.000000
variance = 5.000000
sigma = 2.236068
false variance from H applied twice = -25.000000
boundary term = 1.000000 (unnormalized)
ground-state weight = 0.998555 (no unit)
upper bound minus E_1 = 0.065198
Weinstein interval = 2.763932 to 7.236068
Temple, cautious beta: beta = 18.000000, bound = 4.615385
  E_1 minus this bound = 0.319418
Temple, beta = E_2: beta = 19.739209, bound = 4.660769
  E_1 minus this bound = 0.274033
Temple, beta = E_3, even trial: beta = 44.413220, bound = 4.873139
  E_1 minus this bound = 0.061663
E_1 minus Weinstein bound = 2.170870
Odd trial x(1-x)(1-2x)
mean = 21.000000, variance = 189.000000
Weinstein interval = 7.252273 to 34.747727
Trial without parity x^2(1-x)
mean = 7.000000, variance = 56.000000
Temple with beta = E_2 (valid) = 2.604123
Temple with beta = E_3 (not valid) = 5.503203
Random trials drawn of each kind = 2000
Weinstein lower bounds tested = 1657
Temple bounds tested with E_2 = 1893
Temple bounds tested with E_3, even trials = 1935
\end{verbatim}
